# Bruggeman's symmetric conductivity equation and its percolation threshold

A protective coating can be a mixture: metal with pores, or two solids sintered together. Its conductivity depends on how the phases are arranged, which may not be known in detail. This problem builds an estimate that treats all phases alike, and then asks what happens when one of them hardly conducts.

Phase $i$ has conductivity $k_i>0$ and volume fraction $f_i$, with $\sum_i f_i=1$. Conduction is steady and obeys Fourier's law $\mathbf q=-k_i\nabla T$ inside each phase. The composite is isotropic on the large scale, and the phases touch without contact resistance, so temperature and normal heat flux are continuous at every interface. Conductivities are in W/(m K).

## (a) One sphere in a uniform medium

A sphere of radius $a$ and conductivity $k_i$ sits in a medium of conductivity $k$. Far away the temperature gradient is $G$, along $z$. Find the gradient inside the sphere and the disturbance outside it.

**Solution.** Without heat sources, $\nabla\cdot\mathbf q=0$ gives $\nabla^2T=0$ in each region. Two solutions vary as $\cos\theta$. One is $r\cos\theta=z$. The other is $\cos\theta/r^2=-\partial_z(1/r)$, which is harmonic away from the origin because $1/r$ is. The field must be finite at the centre and approach $Gz$ far away, so, measuring $T$ from its value at the centre,

$$T_{\rm in}=g_i\,r\cos\theta,\qquad T_{\rm out}=\left(Gr+\frac{B}{r^2}\right)\cos\theta .$$

Continuity of temperature at $r=a$ requires

$$g_i a=Ga+\frac{B}{a^2}\quad\Rightarrow\quad \frac{B}{a^3}=g_i-G .$$

Continuity of the normal flux requires

$$k_i g_i=k\left(G-\frac{2B}{a^3}\right)=k(3G-2g_i),$$

where the previous line was used for $B/a^3$. Collecting $g_i$ gives

$$g_i=\frac{3k}{k_i+2k}\,G. \tag{1}$$

Then

$$B=a^3(g_i-G)=a^3G\,\frac{3k-k_i-2k}{k_i+2k}=-a^3G\,\frac{k_i-k}{k_i+2k}. \tag{2}$$

The interior gradient is uniform. It is smaller than $G$ in a sphere that conducts better than its surroundings, and larger in one that conducts worse. Equation (1) also sets a ceiling: even a perfect insulator, $k_i=0$, raises the gradient to no more than $\tfrac32G$. This ceiling will matter in part (e).

## (b) The self-consistent condition

In a real mixture each grain is surrounded by other grains. Replace these, for every grain of every phase, by a uniform medium having the unknown conductivity $k$ of the composite itself, and treat the grain as a sphere. Derive the equation for $k$.

**Solution.** The effective conductivity is defined by volume averages, $\langle\mathbf q\rangle=-k\langle\nabla T\rangle$. In this approximation every grain of phase $i$ has the gradient $g_i$, whatever its radius, so

$$\langle\nabla T\rangle=\sum_i f_i g_i,\qquad \langle q\rangle=-\sum_i f_i k_i g_i .$$

The definition therefore reads $\sum_i f_i(k_i-k)g_i=0$. Inserting (1) and dividing by the common positive factor $3kG$ gives Bruggeman's equation,

$$\sum_i f_i\,\frac{k_i-k}{k_i+2k}=0. \tag{3}$$

Two other natural closures lead to the same equation. From (1),

$$1-\frac{g_i}{G}=\frac{k_i+2k-3k}{k_i+2k}=\frac{k_i-k}{k_i+2k},$$

so (3) is equivalent to $\sum_i f_ig_i=G$: the mean gradient over the grains equals the applied one. By (2), each grain's outside disturbance is proportional to $a^3(k_i-k)/(k_i+2k)$, that is, to its volume times the same fraction. Equation (3) thus also says that the disturbances cancel on average.

No phase has been singled out as the host, which is why the equation is called symmetric. The approximation lies in the surroundings: correlations between neighbouring grains have been discarded, and real grains are not spheres that fill space.

## (c) Is the answer unique?

Show that (3) has one positive root, and find it for two phases.

**Solution.** Differentiate one term of (3) with respect to $k$:

$$\frac{d}{dk}\,\frac{k_i-k}{k_i+2k}=\frac{-(k_i+2k)-2(k_i-k)}{(k_i+2k)^2}=-\frac{3k_i}{(k_i+2k)^2}<0 .$$

The sum falls steadily from $\sum_i f_i=1$ at $k=0$ to $-\tfrac12$ as $k\to\infty$, so it crosses zero once. When $k$ equals the smallest $k_i$ no term is negative, and when it equals the largest no term is positive. The root therefore lies between the two.

For two phases, multiply (3) by $(k_1+2k)(k_2+2k)$:

$$f_1(k_1-k)(k_2+2k)+f_2(k_2-k)(k_1+2k)=0 .$$

Expanding, with $f_1+f_2=1$,

$$k_1k_2+k\left[f_1(2k_1-k_2)+f_2(2k_2-k_1)\right]-2k^2=0 .$$

The bracket is $k_1(2f_1-f_2)+k_2(2f_2-f_1)$. Since $2f_1-f_2=3f_1-1$ and $2f_2-f_1=3f_2-1$, the result is

$$2k^2-bk-k_1k_2=0,\qquad b=(3f_1-1)k_1+(3f_2-1)k_2 .$$

The product of the roots, $-k_1k_2/2$, is negative, so one root is positive:

$$k=\frac{b+\sqrt{b^2+8k_1k_2}}{4}. \tag{4}$$

How good is the approximation at moderate contrast? Conduction was solved numerically in a periodic solid of $8^3$ cubic cells, half with $k=4$ and half with $k=1$ (relative units), placed at random. With 3 and 6 grid points per cell edge the conductivity is 2.085 and 2.133. If the grid error were proportional to the spacing, this would extrapolate to 2.180. The error falls somewhat faster than that: 12 points per edge give 2.153, an order near 1.2, which puts the limit near 2.17. Equation (4) gives 2.171. The third decimal of the numerical value is not settled, so this should be read as agreement within about a percent for this arrangement.

## (d) One phase becomes an insulator

Let $k_2\to0^+$ at fixed $k_1$. Find $k$ for every $f_1$.

**Solution.** In this limit $b\to b_0=(3f_1-1)k_1$, and the sign of $b_0$ decides the outcome.

*Case $f_1>1/3$.* Here $b_0>0$ and the square root tends to $b_0$, so

$$k\to\frac{b_0}{2}=\frac{3f_1-1}{2}\,k_1 .$$

*Case $f_1<1/3$.* Now $b_0<0$, and the two terms in (4) nearly cancel. Write $s=\sqrt{b^2+8k_1k_2}$ and multiply numerator and denominator by $s-b$:

$$k=\frac{s^2-b^2}{4(s-b)}=\frac{2k_1k_2}{s-b}\simeq\frac{2k_1k_2}{2|b_0|}=\frac{k_2}{1-3f_1}\to0 .$$

*Case $f_1=1/3$.* With $f_2=2/3$, $b=k_2$ and

$$k=\frac{k_2+\sqrt{k_2^2+8k_1k_2}}{4}\simeq\sqrt{\frac{k_1k_2}{2}}\to0 .$$

Together,

$$\lim_{k_2\to0^+}k=k_1\max\left(0,\frac{3f_1-1}{2}\right). \tag{5}$$

The model predicts a percolation threshold at a conductor fraction of one third. Taking the limit from positive $k_2$ is what selects the branch: at $k_2=0$ the quadratic has roots $0$ and $b_0/2$, and the second is negative below the threshold.

The three cases were tested by integrating the radial heat equation for the spheres numerically and searching for the $k$ at which the mean disturbance vanishes. For $k_1=1$ and $k_2=10^{-6}$ this gives $0.25000$ at $f_1=0.5$, $7.0736\times10^{-4}$ at $f_1=1/3$ and $2.5000\times10^{-6}$ at $f_1=0.2$. The formulas above give $0.25$, $7.0711\times10^{-4}$ and $2.5\times10^{-6}$.

When $k_2$ is small but finite, the threshold is rounded. The term $8k_1k_2$ in (4) matters when it is comparable with $b^2$, that is, for

$$|3f_1-1|\lesssim\sqrt{8k_2/k_1}. \tag{6}$$

## (e) Why one third?

Use the gradients in the two kinds of grain to explain the threshold.

**Solution.** Above the threshold $k$ stays finite while $k_2\to0$, so (1) gives $g_2\to\tfrac32G$, the ceiling found in (a). For the conductor, insert $k=k_1(3f_1-1)/2$ into (1):

$$\frac{g_1}{G}=\frac{\tfrac32(3f_1-1)k_1}{k_1+(3f_1-1)k_1}=\frac{3f_1-1}{2f_1}.$$

The shares add up as they must: $f_1g_1/G+f_2g_2/G=\tfrac12(3f_1-1)+\tfrac32(1-f_1)=1$.

Each insulating sphere takes one and a half times its fair share of the temperature drop. When insulators fill two thirds of the volume, $\tfrac23\times\tfrac32=1$: they take the whole drop, and no gradient is left to drive heat through the conductor.

Below the threshold $k$ vanishes in proportion to $k_2$, so the insulating grains no longer look like insulators to their surroundings. With $k=k_2/(1-3f_1)$,

$$\frac{g_2}{G}=\frac{3k}{k_2+2k}=\frac{3}{(1-3f_1)+2}=\frac{1}{1-f_1},$$

and $f_2g_2=G$. In the limit $k_2\to0^+$ the poor conductor carries the entire drop throughout this range.

## (f) Is the threshold a property of all composites?

Consider a sphere with a core of conductivity $k_c$ inside a concentric shell of conductivity $k_s$. The core fills a fraction $f_c$ of the sphere. Choose the surrounding conductivity $k$ so that the sphere leaves the outside field undisturbed, and compare with (5).

**Solution.** Let the core radius be $a$ and the outer radius $R$, so $f_c=a^3/R^3$. In the shell $T=(Ar+D/r^2)\cos\theta$. The core sees a medium $k_s$, so (2) applies with $G\to A$. Define

$$x=-\frac{D}{AR^3}=f_c\,\frac{k_c-k_s}{k_c+2k_s}.$$

Outside, $T=Gr\cos\theta$. Continuity of temperature and flux at $R$ gives

$$A(1-x)=G,\qquad k_sA(1+2x)=kG ,$$

and division yields

$$k=k_s\,\frac{1+2x}{1-x}. \tag{7}$$

Such a sphere can replace part of a uniform medium $k$ without any effect outside it. Repeating this with scaled copies, down to ever smaller sizes, until they fill the volume produces a composite whose conductivity is (7).

With an insulating core, $x=-f_c/2$ and

$$k=k_s\,\frac{2(1-f_c)}{2+f_c},$$

which is positive for every $f_c<1$. A conductor fraction of 20% gives $k/k_s=0.4/2.8=0.143$, where (5) gives zero. With a conducting core in a nearly insulating shell, $x\to f_c$ and $k\to k_s(1+2f_c)/(1-f_c)$. This vanishes with $k_s$ even at 80% conductor, where (5) gives $0.7\,k_1$.

The threshold thus depends on which phase is connected, and volume fractions alone do not fix it. Even a random arrangement of both phases need not give one third. In random blocks of $40^3$ cubes, with conduction through shared faces, a connected path across the block first appeared at a mean conductor fraction of $0.314\pm0.001$ (40 samples, standard error). That value belongs to this block size, but it lies clearly below $1/3$.

For a small fraction of separate, round pores the two models agree. With pore fraction $\phi=1-f_1$, (5) becomes $k=k_1(1-\tfrac32\phi)$. The insulating-core result with $f_c=\phi$ has the same first-order expansion, since $(1-\phi)/(1+\tfrac12\phi)\simeq1-\tfrac32\phi$. At $\phi=2/3$ it still gives $k_1/4$, while (5) has reached zero.

## (g) A porous tungsten layer

A sintered tungsten layer 200 µm thick works near 1000 K, with nitrogen at 1 atm in rounded pores. Rough values are 120 W/(m K) for the metal, 0.06 W/(m K) for the gas, and 5 µm for the pores and the metal between them. The heat flux is 1 MW/m². Find the conductivity at 20% porosity and judge the estimate.

**Solution.** With $f_1=0.8$,

$$b=1.4(120)-0.4(0.06)=167.976,\qquad 8k_1k_2=57.6,$$

$$k=\frac{167.976+\sqrt{167.976^2+57.6}}{4}=84.03\ \text{W/(m K)} .$$

Insulating pores would give 84.00, so the gas hardly matters here. The temperature drop across the layer is $(10^6)(200\times10^{-6})/84.03=2.38$ K, against 1.67 K for dense metal. The gradient relative to its mean is 0.875 in the metal and 1.4995 in the pores, close to the ceiling of $3/2$.

At higher porosity the model falls quickly: 30.1 W/(m K) at 50% and 12.3 at 60%. These values already feel the model's threshold. A solid with randomly placed, overlapping spherical pores keeps its metal better connected and conducts about twice as well at 60%, roughly 24 to 28 W/(m K). At the threshold porosity of two thirds, gas conduction leaves 1.91 W/(m K), near the estimate $\sqrt{k_1k_2/2}=1.90$. By (6) the rounding extends over about $\pm0.02$ in metal fraction.

The effects left out can be sized one at a time, with the other inputs fixed:

- **Grain contacts.** One contact of $10^{-9}$ m² K/W per 5 µm of metal lowers the metal's value to $k_1/(1+k_1R_c/d)$, with $R_c$ the contact resistance and $d$ the metal size. The layer loses 2.3%; with a contact resistance ten times larger it would lose 19%.
- **Electron path.** Electrons carry most of the heat in tungsten. A path $\ell\approx5$ nm is short beside 5 µm, and the estimate $k_1/(1+\ell/d)$ lowers $k$ by 0.1%.
- **Temperature dependence.** With a slope of $-0.03$ W/(m K²), the 2.38 K drop makes $k$ about 0.06% lower at the hot face than at the cold one. If one face is held at 1000 K, the conductivity of the whole layer shifts by only about half as much.
- **Thin gas.** Treating the molecules as hard spheres 0.37 nm across gives a molecular path of 224 nm, or 0.045 of the pore size; this is a rough estimate. A rough wall correction, $k_2/(1+4\lambda/d)$ with $\lambda$ the molecular path, lowers the gas value to 0.051 W/(m K). It assumes that molecules take on the wall temperature fully; with partial accommodation the gas value can fall to 0.03–0.04, which matters near the threshold but not at 20% porosity. The layer changes by $-0.006$% at 20% porosity, but by $-8$% at the threshold, where $k\propto\sqrt{k_2}$.
- **Radiation.** Black parallel walls exchange $4\sigma T^3\Delta T$ per area, where $\sigma$ is the Stefan–Boltzmann constant, equivalent to $4\sigma T^3d=1.1\times10^{-3}$ W/(m K). The thermal length $\hbar c/k_{\rm B}T=2.3$ µm is comparable with the pore size, so this far-field value is uncertain. Even a hundredfold allowance changes $k$ by 0.07% at 20% porosity, though by 71% at the threshold.

In the numerical output, the threshold entry for temperature dependence keeps the 2.38 K drop. The same flux through a layer of 1.91 W/(m K) would produce about 105 K, so that entry understates the effect there.

With the inputs chosen, each of these corrections is at most 2.3% at 20% porosity, whereas a different microstructure can change the conductivity by a large factor. At the same composition, gas cores in metal shells give 87.3 W/(m K), only 4% above Bruggeman's value, whereas metal cores in gas shells give 0.77. Layers along the flux give $f_1k_1+f_2k_2=96.0$, and layers across it give $(f_1/k_1+f_2/k_2)^{-1}=0.30$. The two low values are nearly proportional to the gas conductivity and use its bulk value, so the corrections above are not small for them. Gas shells around 5 µm cores are only about 0.2 µm thick, comparable with the molecular path, and the wall correction alone would lower 0.77 to roughly 0.2.

The inputs are rough values assumed for a sintered layer with well-bonded metal, and 84 W/(m K) is an estimate for that case, not a measured value. The comparisons above show that the assumptions to check first in a real coating are the shape and connection of the pores and the contact between grains. Flat pores or poorly bonded boundaries lying across the flux push the conductivity towards the low end of this range, and porosity alone cannot then predict it. From about 50% porosity upward the model should not be used for design without knowledge of how the metal is connected.

## Numbers as computed

```
TESTS OF THE APPROXIMATION (relative conductivities)
k1=1, k2=1e-06: k at f1=0.5: 0.25000
  same, f1=1/3: 7.0736e-04; f1=0.2: 2.5000e-06
random cubes, k=4 and 1, half each: grid 3: 2.085
  grid 6: 2.133; extrapolated: 2.180
  Bruggeman: 2.171
  deviation of simulation: 0.4 %
face-joined cubes, threshold: 0.3144
  standard error: 0.0013 (40 samples of 40^3 cubes)
coated spheres, 20% conductor as shells: 0.1429
  80% conductor as cores, shell k=1e-06: 1.30e-05
EXAMPLE INPUTS (rough typical values)
temperature: 1000 K; metal k: 120 W/(m K)
gas k: 0.06 W/(m K); pore size: 5 um
thickness: 200 um; flux: 1 MW/m^2
electron path: 5 nm
contact resistance: 1e-09 m^2 K/W
slope of metal k: -0.03 W/(m K^2)
N2 diameter: 0.37 nm; pressure: 101325 Pa
LAYER: porosity, k with gas, k with insulating pores [W/(m K)]
  0.100   102.014   102.000
  0.200    84.031    84.000
  0.400    48.081    48.000
  0.500    30.134    30.000
  0.600    12.316    12.000
  0.667     1.912     0.000
  0.800     0.149     0.000
threshold estimate sqrt(k1 k2/2): 1.897 W/(m K)
rounding half-width in metal fraction: 0.0211
AT 20% POROSITY
gradient / mean: metal 0.8751, pore 1.4995
temperature drop: 2.380 K; dense metal: 1.667 K
NEGLECTED EFFECTS
gas mean free path: 224 nm; Knudsen: 0.0448
gas k after rarefaction: 0.0509 W/(m K)
radiative pore k: 1.13e-03 W/(m K)
thermal length hbar c/(kB T): 2.29 um
change of layer k in %: at 20% porosity, at threshold
  gas rarefaction       -0.0056   -7.9697
  pore radiation         0.0007    0.9481
  radiation x 100        0.0693   70.9471
  electron path         -0.0999   -0.0496
  grain contacts        -2.3429   -1.1695
  k(T) over the drop    -0.0595   -0.0295
other microstructures at 20% porosity, k in W/(m K):
  layers along flux: 96.01
  gas cores in metal shells: 87.30
  metal cores in gas shells: 0.775
  layers across flux: 0.299
```
